# Crystal truncation rods and the displacement of a surface layer

Take a crystal with a layer spacing of 0.220 nm and push its outermost layer inwards by 4 pm, which is 1.8 % of the spacing. In the model below, the X-ray intensity a quarter of the way from the first Bragg point to the second rises by 30.5 %. At the mirror position below the first Bragg point it falls by 16.4 %. Thousands of layers scatter and only one has moved, so both the size and the change of sign need an explanation.

## Setting and assumptions

The crystal fills the space below a flat surface. Layer $n=0,1,2,\dots$ has its origin at $-n\mathbf a_3$, with $n=0$ at the top. Its in-plane cell vectors are $\mathbf a_1,\mathbf a_2$. The stacking vector is $\mathbf a_3=\mathbf s+c\hat{\mathbf z}$, where $\mathbf s$ is a lateral offset, $c$ the layer spacing and $\hat{\mathbf z}$ the outward normal. A scatterer at $\mathbf r$ contributes the phase factor $e^{i\mathbf q\cdot\mathbf r}$, where $\mathbf q$ is the scattering vector. One cell of one layer has structure factor $F(\mathbf q)$.

I assume that

1. each photon scatters once;
2. absorption per layer is weak;
3. the surface is sharp and flat, until roughness is admitted below;
4. a displaced layer moves rigidly along $z$ and keeps its $F$;
5. geometrical factors have been removed from the measured intensity.

**Lemma 1 (rods).** For $N_1\times N_2$ cells per layer, the scattering is concentrated where $\mathbf q\cdot\mathbf a_1=2\pi h$ and $\mathbf q\cdot\mathbf a_2=2\pi k$ with integer $h,k$. There the amplitude is $N_1N_2$ times that of a single column of cells.

*Proof.* The in-plane sum factorizes into two geometric sums. The first has squared modulus
$$\left|\sum_{m=0}^{N_1-1}e^{im\mathbf q\cdot\mathbf a_1}\right|^2=\frac{\sin^2(N_1\mathbf q\cdot\mathbf a_1/2)}{\sin^2(\mathbf q\cdot\mathbf a_1/2)} .$$
If $\mathbf q\cdot\mathbf a_1=2\pi h$, every term is 1 and the value is $N_1^2$. Elsewhere the value stays bounded as $N_1$ grows. The second sum behaves alike. ∎

The conditions fix $\mathbf q_\parallel$ and leave $q_z$ free, which defines a rod. The common factor $N_1N_2$ is dropped from now on. The phase between neighbouring layers is
$$b=\mathbf q\cdot\mathbf a_3=q_zc+\mathbf q_\parallel\cdot\mathbf s .$$
On the specular rod $\mathbf q_\parallel=0$, so $b=q_zc$. On other rods the lateral offset must be kept.

**Lemma 2 (damped sum).** If the amplitude falls by $e^{-\varepsilon}$ per layer, $\varepsilon>0$, then
$$|A|^2=\frac{|F|^2}{(1-e^{-\varepsilon})^2+4e^{-\varepsilon}\sin^2(b/2)} .\tag{1}$$

*Proof.* The ratio of successive terms has modulus $e^{-\varepsilon}<1$, so the series converges:
$$A=F\sum_{n=0}^{\infty}e^{-(ib+\varepsilon)n}=\frac{F}{1-e^{-ib-\varepsilon}} .$$
The squared modulus of the denominator is
$$1-2e^{-\varepsilon}\cos b+e^{-2\varepsilon}=(1-e^{-\varepsilon})^2+2e^{-\varepsilon}(1-\cos b),$$
and $1-\cos b=2\sin^2(b/2)$. ∎

## The theorem

**Theorem.** Let $b$ be fixed and not a multiple of $2\pi$.

(a) As $\varepsilon\to0$, the ideal crystal scatters
$$I_0=\frac{|F|^2}{4\sin^2(b/2)} .\tag{2}$$

(b) If the top layer has relative amplitude $t$ and is displaced outwards by $d$, then with $a=q_zd$ the ratio $R=I/I_0$ is
$$R=1+4t^2\sin^2\frac b2-4t\sin\frac b2\,\sin\!\left(a+\frac b2\right).\tag{3}$$

*Proof.* Part (a) is the limit of (1): the first term of the denominator vanishes and the second tends to $4\sin^2(b/2)$.

For (b), the layers $n\ge1$ are untouched and sum to $e^{-ib}/(1-e^{-ib})$. The top term, formerly 1, becomes $te^{ia}$. Hence
$$\frac AF=te^{ia}+\frac{e^{-ib}}{1-e^{-ib}} .$$
The ideal amplitude is $F/(1-e^{-ib})$. Dividing by it gives
$$R=\left|te^{ia}(1-e^{-ib})+e^{-ib}\right|^2 .$$
Write $s=\sin(b/2)$, so that $1-e^{-ib}=2is\,e^{-ib/2}$. The squared moduli of the two terms are $4t^2s^2$ and 1. Their cross term is
$$2\,\mathrm{Re}\left[2its\,e^{i(a-b/2)}e^{ib}\right]=4ts\,\mathrm{Re}\left[i\,e^{i(a+b/2)}\right]=-4ts\sin(a+b/2).$$
Adding the three pieces gives (3). ∎

For $t=1$, the identity $\sin x-\sin y=2\cos\frac{x+y}2\sin\frac{x-y}2$ turns (3) into
$$R=1-8\sin\frac b2\,\sin\frac a2\,\cos\frac{a+b}2 .$$
Two limits check (3). An unmoved full layer, $t=1$ and $a=0$, gives $R=1$. A missing layer, $t=0$, also gives $R=1$, because what remains is another ideal crystal.

**Remark (what the rod law says).** The intensity is proportional to $1/[4\sin^2(q_zc/2)]$ at fixed $|F|^2$ and zero lateral phase. Since $F$ varies with $q$, a measured profile must be compared with the full product in (2). The limit also requires $\varepsilon\ll2|\sin(b/2)|$: at a Bragg point (1) gives the finite value $|F|^2/(1-e^{-\varepsilon})^2$.

**Remark (one face or two).** A transparent slab of $N$ layers gives
$$\left|\frac{1-e^{-iNb}}{1-e^{-ib}}\right|^2=\frac{1-\cos Nb}{2\sin^2(b/2)} .$$
Averaged over many thicknesses, $\cos Nb$ drops out and $1/[2\sin^2(b/2)]$ remains, twice the rod law. The terms 1 and $-e^{-iNb}$ in the numerator belong to the two faces. Each face alone gives (2), and the average removes their interference. Weak absorption in a thick crystal removes the lower face instead.

## Why one layer matters

Since $1-e^{-ib}=2is\,e^{-ib/2}$, the ideal amplitude can be written
$$\frac{A_0}{F}=\frac{e^{ib/2}}{2is}=\frac12-\frac i2\cot\frac b2 .$$
At $L=q_zc/2\pi=1.25$ the cotangent is 1, so $|A_0/F|^2=0.5$. The whole crystal scatters half as much as one isolated layer, because the layers largely cancel. A small phase turn of the top layer adds about $ia$ to this small resultant.

In the example $q_z=35.70\ \mathrm{nm^{-1}}$ and $d=-0.004$ nm, so $a=-0.1428$. This adds to the negative imaginary part and raises the intensity. At $L=0.75$ the cotangent is $-1$, the imaginary part is positive, and the same movement reduces it. In full, (3) gives at $L=1.25$
$$R=1+2-4(-0.7071)(-0.5993)=1.305 .$$

**Corollary 1 (small displacement).** For $t=1$ and $|a|\ll1$,
$$R\simeq1-2q_zd\sin b+2(q_zd)^2\sin^2(b/2).\tag{4}$$

*Proof.* Insert $\sin(a+b/2)\simeq s+a\cos(b/2)-\tfrac12a^2s$ into (3). The terms $4s^2$ cancel, and $4as\cos(b/2)=2a\sin b$. ∎

The linear term changes sign across each Bragg point. It vanishes there and also midway between Bragg points.

**Corollary 2 (midway).** If $b=(2m+1)\pi$ and $t=1$, then $R=5-4\cos a$.

*Proof.* Here $\sin(b/2)=(-1)^m$ and $\sin(a+b/2)=(-1)^m\cos a$. Insert both into (3). ∎

At this position inward and outward movements cannot be told apart. At $L=1.5$ the 4 pm contraction changes the intensity by 5.9 %, although the ideal rod is at its weakest there.

**Corollary 3 (second solution).** At fixed $t$, one intensity cannot distinguish $d$ from
$$d'=\frac{\pi-b}{q_z}-d+\frac{2\pi m}{q_z},\qquad m\ \text{integer}.$$

*Proof.* In (3) $d$ enters through $\sin(a+b/2)$, which is unchanged if $a+b/2$ is replaced by $\pi-(a+b/2)$, modulo $2\pi$. ∎

At $L=1.25$ the contraction of 4 pm has a partner at an expansion of 48 pm. A second point separates them: at $L=0.75$ the partner gives $R=3.68$, against 0.836 for the contraction.

## A pair of points

Choose the specular points $L_0\pm\frac14$ about a Bragg order $L_0\ge1$. Let $Q=2\pi L_0/c$ and $q_\pm=Q\pm\pi/(2c)$, and define
$$S=\frac{R_--R_+}{R_-+R_+} .$$
A scale factor common to both intensities cancels. The ratio of $|F|^2$ between the two points must still be known.

**Proposition 1.** To first order in $d$, with $t=1$, $S=2Qd$.

*Proof.* At the two points $\sin b=\pm1$, so (4) gives $R_\pm\simeq1\mp2q_\pm d$. The numerator is $2d(q_-+q_+)=4Qd$. The denominator is 2 plus terms of order $d$, which affect $S$ at second order. ∎

For $L_0=1$, $Q=28.56\ \mathrm{nm^{-1}}$ and the linear estimate is $2\times28.56\times(-0.004)=-0.2285$. Explicit layer sums give $S=-0.2189$. Dividing this by $2Q$ would return $-3.83$ pm, 4 % too small in magnitude. Solving (3) for the pair, with $|d|$ restricted to 20 pm, returns $-4.00$ pm.

**Proposition 2 (roughness).** Let terraces stand $j=0,1,2,\dots$ layers high with probabilities $(1-\beta)\beta^j$, $0\le\beta<1$, and scatter coherently. Let the exposed layer relax alike on each. Then $R$ is multiplied by
$$\frac{(1-\beta)^2}{1+\beta^2-2\beta\cos b},$$
and $S$ is unchanged.

*Proof.* Raising a terrace by $j$ layers multiplies its amplitude by $e^{ijb}$. The mean amplitude therefore acquires the factor
$$(1-\beta)\sum_{j=0}^{\infty}(\beta e^{ib})^j=\frac{1-\beta}{1-\beta e^{ib}},$$
whose squared modulus is the one stated. At both points $\cos b=0$, so the factors are equal and cancel in $S$. ∎

For $\beta=0.05$ the factor is 0.900. A single intensity would be 10 % low: at $L=1.25$ the ratio falls from 1.305 to 1.175, which removes 43 % of the relaxation signal, while the pair is unaffected within this terrace model.

**Proposition 3 (several layers).** If a finite number of layers move outwards by small $u_n$, then to first order
$$R\simeq1-2q_z\sum_nu_n\left[\sin((n+1)b)-\sin(nb)\right].\tag{5}$$

*Proof.* The amplitude changes by $\Delta A/F=iq_z\sum_nu_ne^{-inb}$. Relative to the ideal amplitude, $R=|1+(1-e^{-ib})\Delta A/F|^2$, which to first order is
$$1+2\,\mathrm{Re}\left[iq_z\sum_nu_n\left(e^{-inb}-e^{-i(n+1)b}\right)\right].$$
Use $\mathrm{Re}(ie^{-ix})=\sin x$. ∎

At the quarter points the brackets for $n=0$ and $n=1$ are $\pm1$ and $\mp1$. If two layers move, the pair measures, to first order, $u_0-u_1$, the change of the outermost spacing, rather than the displacement of the top layer from its bulk site.

## Limits of the strain measurement

Let the two intensities have independent relative errors $\sigma$. Near $d=0$ both ratios are near 1, so the error of $S$ is half the difference of the two errors, with standard deviation $\sqrt2\,\sigma/2=\sigma/\sqrt2$. Dividing by the slope $2Q$,
$$\sigma_d=\frac{\sigma}{2\sqrt2\,Q}.\tag{6}$$
With $\sigma=5$ %,
$$\sigma_d=\frac{0.05}{2.828\times28.56\ \mathrm{nm^{-1}}}=0.62\ \mathrm{pm},$$
or 0.28 % of the spacing. Inverting 40 000 simulated noisy pairs gave a spread of 0.621 pm, against 0.619 pm from (6). These values refer to $d=0$; at $d=-4$ pm the limit is 0.65 pm. At the third Bragg order the limit is 0.21 pm for the same relative error. Holding that error fixed is a condition: it needs more exposure if the scattering weakens with $q$.

Counting statistics behave differently. Suppose one isolated layer would give $N_1$ counts, the scale is known and there is no background. Then $N=N_1R/(4s^2)$, and at $d=0$
$$\left|\frac{dN}{dd}\right|=\frac{N_1}{4s^2}\,2q_z|\sin b| .$$
The Poisson error $\sqrt N=\sqrt{N_1}/(2|s|)$ divided by this slope gives, with $\sin b=2s\cos(b/2)$,
$$\sigma_d=\frac{|s|}{q_z\sqrt{N_1}\,|\sin b|}=\frac1{2q_z|\cos(b/2)|\sqrt{N_1}} .\tag{7}$$
For $N_1=1000$ the rod at $L=1.25$ yields 500 counts and a limit of 0.63 pm.

Towards a Bragg point (7) stays finite: the fractional signal shrinks, but in undamped single scattering the counts grow fast enough to compensate. Very close to the Bragg point, damping and multiple scattering cap the counts, and (7) no longer holds. A fixed fractional error $\sigma$ at one point instead gives $\sigma/(2q_z|\sin b|)$, which diverges there. When such a fixed fractional intensity error dominates, the quarter points, where $|\sin b|=1$, are close to the best choice near $d=0$. The factor $q_z$ moves each optimum slightly upwards, from $L=1.25$ to about 1.27, and makes $L=1.75$ 1.4 times as sensitive as $L=1.25$. At $d=-4$ pm the optimum above the first Bragg point lies near $L=1.30$.

## Where single scattering fails

On the specular rod, treat each layer as a thin sheet with $f$ electrons' worth of scattering per area $A_c$, and ignore polarization. With $r_e$ the classical electron radius, the wave normal to the sheet obeys
$$\psi''+k_z^2\psi=V\delta(z)\psi,\qquad V=\frac{4\pi r_ef}{A_c},\qquad k_z=\frac{q_z}2 .$$
Continuity requires $1+r=\tau$ for the reflected and transmitted amplitudes. The jump in slope requires $ik_z(\tau-1+r)=V\tau$. Eliminating $r$,
$$\tau=\frac1{1+ig},\qquad r=\frac{-ig}{1+ig},\qquad g=\frac V{2k_z}=\frac{4\pi r_ef}{A_cq_z} .$$
For small $g$, $r\simeq-ig$ and $\tau\simeq1-ig$. The reflected wave of the stack to first order in $g$ needs only $r\simeq-ig$ and $\tau\simeq1$, because the phase change on transmission enters it at second order. This restores the intensity of the layer sum above, times $g^2$.

For a stack, let $\varphi=k_zc=b/2$ and let $\psi_n$ be the wave at sheet $n$. Free propagation gives the slopes on either side of it as $k_z(\psi_{n+1}-\psi_n\cos\varphi)/\sin\varphi$ and $k_z(\psi_n\cos\varphi-\psi_{n-1})/\sin\varphi$. Their difference is $V\psi_n=2gk_z\psi_n$, so
$$\psi_{n+1}+\psi_{n-1}=2(\cos\varphi+g\sin\varphi)\psi_n .$$
A solution $\psi_n\propto e^{iKn}$ has
$$\cos K=\cos\varphi+g\sin\varphi=\frac{\cos(\varphi-\alpha)}{\cos\alpha},\qquad\tan\alpha=g .$$
No propagating wave exists for $m\pi<\varphi<m\pi+2\alpha$, and a crystal without absorption then reflects totally. Since $L=\varphi/\pi$ and $\alpha\simeq g$, the interval has width $2g/\pi$ in $L$.

With all 77 electrons of iridium, an upper estimate of $f$, $g=1.52\times10^{-3}$ at $L=1$ and the width is $9.7\times10^{-4}$. The damping follows from the path $2c/\sin\theta$ into and out of one layer, where $\theta$ is the glancing angle. Half the intensity exponent gives $\varepsilon=c/(\Lambda\sin\theta)=1.95\times10^{-4}$ for attenuation length $\Lambda=4000$ nm. Single scattering would then predict a peak reflectivity of $(g/\varepsilon)^2\simeq60$, which is impossible. The sheet stack, with the absorption spread uniformly between the sheets, gives 0.88. This value depends on where the absorption sits. If it is placed on the sheets, which is closer to photoabsorption by atoms, the peak approaches 1 at the edge $\varphi=m\pi$, where the standing wave has its nodes on the sheets. The quarter points lie some 250 widths away.

## The model beside a real surface

The parameters are rough values for iridium (111) at 10 keV and 300 K. The $-4$ pm is a trial value, not a measured relaxation of this surface. Real measurements depart from the model in several ways. The following departures shift the displacement read from the pair at $L_0=1$:

- Multiple scattering, refraction and absorption shift it by $-0.06$ pm. Refraction alone accounts for this: $\tau\simeq1-ig$ lowers the round-trip phase per layer by $2g$, and the resulting change in $S$ is about $-(g_-+g_+)=-0.0032$, or $-0.06$ pm after division by $2Q$.
- Extra surface vibration shifts it by $+0.07$ pm. The assumed extra mean square equals the high-temperature Debye estimate for the bulk, 3.6 pm rms (the full Debye function for a Debye temperature of 420 K gives 3.7 pm and a shift of $+0.08$ pm), and weakens the top layer by $t=e^{-q_z^2\langle u^2\rangle/2}$.
- A true $L$ lying 0.002 above the assumed value at both points shifts it by $+0.22$ pm, and the opposite error by $-0.22$ pm. The phase error $2\pi\times0.002=0.0126$ enters $S$ almost directly, because $d\ln I_0/db=-\cot(b/2)=\mp1$ at the two points.
- A second layer moved outwards by 0.5 pm shifts it by $-0.48$ pm, as (5) leads one to expect.

The last shift is the largest of these, 12 % of the assumed relaxation and comparable with the 0.62 pm noise limit. It depends on an assumed movement, so it shows a sensitivity and not the state of a real iridium surface. To first order, separating the two layers requires an intensity at a value of $L$ where the brackets in (5) have a different ratio, such as $L=1.1$. The quarter points of higher Bragg orders repeat the same ratio. The list assumes that the ratio of $|F|^2$ between the two points is known exactly. For iridium at 10 keV this ratio is roughly 1.35 to 1.4, and each 1 % error in it shifts the displacement by 0.09 pm. The form factor, its anomalous dispersion terms and the bulk Debye–Waller factor must therefore all be included. The numerical output lists the remaining values.

## Numbers as computed

```
Iridium (111), specular rod; rough typical parameters
layer spacing c = 0.220 nm
photon energy = 10.0 keV
wavelength = 0.12398 nm
largest accessible q = 101.35 nm^-1
attenuation length = 4000 nm
trial top-layer displacement = -4.00 pm
displacement / spacing = -1.82 %
slab average / one-face rod = 2.0001
L, q (nm^-1), ideal I/|F|^2, displaced/ideal ratio:
  0.75  21.420  0.5000  0.8362
  0.90  25.704  2.6180  0.8814
  1.10  31.416  2.6180  1.1503
  1.25  35.700  0.5000  1.3050
  1.50  42.840  0.2500  1.0586
Q at L0=1 = 28.560 nm^-1
asymmetry S from layer sums = -0.2189
linear estimate 2Qd = -0.2285
displacement from linear estimate = -3.833 pm
displacement from full inversion = -4.000 pm
second solution from L=1.25 alone = 48.00 pm
its ratio at L=0.75 = 3.6799
relative intensity error = 5.0 %
one-sigma limit, L0=1 = 0.619 pm
one-sigma limit, L0=2 = 0.309 pm
one-sigma limit, L0=3 = 0.206 pm
simulated limit, L0=1 = 0.621 pm
one-sigma spacing strain, L0=1 = 0.281 %
single-layer counts N1 = 1000
rod counts at L=1.25 = 500
counting limit at L=1.25 = 0.626 pm
sheet strength g at L=1 = 1.518e-03
damping per layer at L=1 = 1.952e-04
total-reflection width in L = 9.667e-04
single-scattering peak reflectivity = 60.5
multiple-scattering peak reflectivity = 0.880
Debye temperature = 420 K
sample temperature = 300 K
extra rms surface vibration = 3.59 pm
roughness parameter = 0.050
roughness intensity factor at L=1.25 = 0.9002
assumed error in L = 0.0020
assumed second-layer displacement = 0.50 pm
Errors in inferred top-layer displacement:
  multiple scattering, refraction, absorption: -0.057 pm
  extra surface vibration: +0.073 pm
  terrace roughness: -0.000 pm
  rod-coordinate error: +0.220 pm
  second-layer movement: -0.482 pm
```
